# Faraday and Kerr Rotation from a Quantized Hall Film, part 1

(Sections cited here and not found follow in the second part.)

## The free-standing film

An ideal free-standing magnetic topological film turns the polarization of transmitted light by 0.418°, yet turns that of reflected light by −89.58°. The reflected beam carries a fraction $5.32\times10^{-5}$ of the incident power. The frequency, the film thickness and the surface energy gap do not enter these numbers, provided that the film is thin enough and its Hall response is static. Both angles follow from the fine-structure constant $\alpha=1/137.036$, through the current that an electric field drives at right angles to itself.

Let light travel along $+z$, at normal incidence from vacuum, with its electric field along $x$. All rotations are measured from $x$ towards $y$ in fixed laboratory axes, for the reflected beam too. Fields vary as $e^{-i\omega t}$, SI units are used, and $k_0=\omega/c$. The material is nonmagnetic at the optical frequency, with relative permittivity $\varepsilon$; its static magnetization enters through the surface electrons. It is convenient to replace the magnetic field by

$$\mathbf G=-Z_0\,\hat{\mathbf z}\times\mathbf H,\qquad Z_0=\mu_0c .$$

Faraday's law reads $\hat{\mathbf z}\times\partial_z\mathbf E=i\omega\mu_0\mathbf H$. Taking the cross product with $\hat{\mathbf z}$, and using $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf a)=-\mathbf a$ for a transverse vector, gives the first equation below. Ampère's law, $\hat{\mathbf z}\times\partial_z\mathbf H=\mathbf j-i\omega\varepsilon_0\varepsilon\mathbf E$, gives the second, because its left side is $-\partial_z\mathbf G/Z_0$:

$$\partial_z\mathbf E=ik_0\mathbf G,\qquad \partial_z\mathbf G=ik_0\varepsilon\mathbf E-Z_0\mathbf j. \tag{1}$$

A forward wave in a medium of index $n=\sqrt\varepsilon$ has $\mathbf G=n\mathbf E$, and a backward wave has $\mathbf G=-n\mathbf E$. The ratio $Y=G/E$ of a forward wave is the relative admittance of the medium.

The current comes from the surface electrons. Near its Dirac point, a magnetized surface has the Hamiltonian

$$H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(-\hbar vk_y,\ \hbar vk_x,\ -m),\qquad \mathcal E=|\mathbf d|,$$

where $m>0$ is the exchange energy for the chosen direction of magnetization. The bands lie at $\pm\mathcal E$, so the gap is $2m$. Let the lower band be full and the upper one empty, and let disorder be absent. The electron charge is $-e$, so a vector potential replaces $\hbar\mathbf k$ by $\hbar\mathbf k+e\mathbf A$. The current operator along $x$ is $-\partial H/\partial A_x=-ev\sigma_y$.

Apply a field $E_y=-\dot A_y$. Then $\dot{\mathbf d}=(evE_y,0,0)$. The mean spin $\mathbf n$ of a filled state precesses according to $\hbar\dot{\mathbf n}=2\mathbf d\times\mathbf n$. Without the field it is $-\hat{\mathbf d}$, with $\hat{\mathbf d}=\mathbf d/\mathcal E$. Write $\mathbf n=-\hat{\mathbf d}(t)+\mathbf u$ and $\mathbf w=\partial_t\hat{\mathbf d}$. To first order in the field,

$$\hbar\dot{\mathbf u}=2\mathbf d\times\mathbf u+\hbar\mathbf w .$$

Differentiate once more and insert this equation for $\dot{\mathbf u}$ on the right. To first order $\mathbf u$ is perpendicular to $\mathbf d$, so $\mathbf d\times(\mathbf d\times\mathbf u)=-\mathcal E^2\mathbf u$. For a harmonic field the result is

$$(4\mathcal E^2-\hbar^2\omega^2)\mathbf u=2\hbar\,\mathbf d\times\mathbf w+\hbar^2\dot{\mathbf w}.$$

The $y$ components of $\dot{\mathbf w}$ and of the change in $-\hat{\mathbf d}$ are proportional to $d_xd_y$. They vanish when all directions of $\mathbf k$ are added. In $\mathbf d\times\mathbf w$, the part of $\mathbf w$ along $\mathbf d$ drops out, leaving $\mathbf d\times\dot{\mathbf d}/\mathcal E$, whose $y$ component is $-mevE_y/\mathcal E$. Therefore the useful part of the response is

$$u_y=-\frac{2\hbar mevE_y}{\mathcal E(4\mathcal E^2-\hbar^2\omega^2)} .$$

The current density is the sum of $-evu_y$ over the filled states. With $d^2k/(2\pi)^2=\mathcal E\,d\mathcal E/(2\pi\hbar^2v^2)$ after the angular integral,

$$\sigma_{xy}(\omega)=\frac{me^2}{\pi\hbar}\int_m^\infty\frac{d\mathcal E}{4\mathcal E^2-\hbar^2\omega^2}
=\frac{e^2}{h}\,\frac{m}{\hbar\omega}\,\operatorname{artanh}\frac{\hbar\omega}{2m}. \tag{2}$$

Here $e^2/(\pi\hbar)=2e^2/h$, and the integral is $\operatorname{artanh}(\hbar\omega/2m)/(2\hbar\omega)$ for $\hbar\omega<2m$. As $\omega\to0$, $\operatorname{artanh}x\to x$ and the surface has $\sigma_{xy}=e^2/2h$. The velocity has cancelled. The opposite surface has the reversed velocity, because its outward normal is reversed, but the same magnetization and hence the same $m$. Its Hall conductance has the same sign in the laboratory axes. The two surfaces add to

$$\sigma_{xy}=\nu\frac{e^2}{h},\qquad \nu=1 .$$

If the surfaces were magnetized oppositely, one mass would change sign and the sum would vanish.

The same current has a bulk description. Add to the electromagnetic Lagrangian density the axion term $\kappa\theta\,\mathbf E\cdot\mathbf B$, with $\kappa=e^2/(2\pi h)$ and a static angle $\theta(z)$. Its derivatives with respect to $\mathbf E$ and $\mathbf B$ are a polarization $\kappa\theta\mathbf B$ and a magnetization $\kappa\theta\mathbf E$. They carry the current

$$\mathbf j=\nabla\times(\kappa\theta\mathbf E)+\partial_t(\kappa\theta\mathbf B)=\kappa\nabla\theta\times\mathbf E,$$

since $\nabla\times\mathbf E=-\partial_t\mathbf B$ cancels the terms without $\nabla\theta$. A uniform $\theta$ has no effect on this current; a step $\Delta\theta$ gives $\sigma_{xy}=-\kappa\Delta\theta$. A fall of $\pi$ at each surface reproduces the two halves found above.

For a film much thinner than all relevant optical lengths, both surface currents act in one plane. The Hall current is $j_x=\sigma_{xy}E_y$, $j_y=-\sigma_{xy}E_x$, so that

$$Z_0\mathbf j=S\mathbf E,\qquad S=s\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad s=Z_0\sigma_{xy}.$$

Because $\alpha=e^2/(4\pi\varepsilon_0\hbar c)=Z_0e^2/(2h)$, we have $s=2\alpha\nu$.

Let the incident, reflected and transmitted fields at the film be $\mathbf E_i$, $\mathbf E_r$ and $\mathbf E_t$. Integrating equation (1) across the sheet shows that $\mathbf E$ is continuous and that $\mathbf G$ falls by $S\mathbf E_t$. On the left $\mathbf G=\mathbf E_i-\mathbf E_r$, and on the right $\mathbf G=Y\mathbf E_t$. Hence

$$\mathbf E_i+\mathbf E_r=\mathbf E_t,\qquad \mathbf E_i-\mathbf E_r=(Y+S)\mathbf E_t. \tag{3}$$

For a free-standing film $Y=1$. Subtracting the two equations gives

$$\mathbf E_r=-\tfrac12S\mathbf E_t=\alpha\nu(-E_{t,y},E_{t,x}). \tag{4}$$

The reflected field is perpendicular to the transmitted field. In this ideal limit it is the backward radiation of the Hall current, with no ordinary reflection beside it. Adding the equations instead gives $2\mathbf E_i=(2+S)\mathbf E_t$. Its $y$ component is $0=2E_{t,y}-sE_{t,x}$, so for $\nu=1$

$$\tan\theta_F=\frac{E_{t,y}}{E_{t,x}}=\frac s2=\alpha,
\qquad \tan\theta_K=\frac{E_{r,y}}{E_{r,x}}=-\frac1\alpha .$$

Thus

$$\theta_F=\arctan\alpha,\qquad \theta_K=-\arctan(1/\alpha)=-(90^\circ-\theta_F). \tag{5}$$

A polarization axis has no arrow, so an angle may be changed by 180°; the branch in (5) lies between −90° and 90°. Numerically, $\theta_F=7.297223$ mrad, or 0.418100°, and $\theta_K=-89.581900^\circ$. Integration of (1) through two smooth axion walls, each with a change $\pi$ in $\theta$, gives the same $\theta_F$ to the printed digits when $k_0\ell=10^{-12}$ and $\varepsilon=100$, where $\ell$ is the film thickness.

The reflected power also follows from geometry. Since $\mathbf E_t-\mathbf E_r=\mathbf E_i$ and the two fields on the left are perpendicular, they are the sides of a right triangle whose hypotenuse is $\mathbf E_i$. Their lengths have the ratio $\alpha$, and

$$R=\frac{\alpha^2}{1+\alpha^2}=\sin^2\theta_F=5.32\times10^{-5}.$$

The large Kerr angle is therefore the direction of a very weak reflected field. An ordinary reflection of amplitude comparable with $\alpha$ changes this field strongly: a part in phase with the Hall field turns the polarization, and a part in quadrature makes it elliptical.

One source of ordinary reflection is the dielectric response of the film. With the Hall current switched off, equation (1) gives to first order in thickness

$$\mathbf E(0)=\mathbf E(\ell)-ik_0\ell\,\mathbf G(\ell),\qquad
\mathbf G(0)=\mathbf G(\ell)-ik_0\ell\varepsilon\,\mathbf E(\ell).$$

In vacuum behind the film $\mathbf G(\ell)=\mathbf E(\ell)$. The reflected amplitude is $(E-G)/(E+G)$ at $z=0$, or

$$r_x\simeq i\delta,\qquad \delta=\frac{k_0\ell(\varepsilon-1)}2 . \tag{6}$$

The condition for the near-right-angle Kerr result to survive as nearly linear polarization is $\delta\ll\alpha$, which is stricter than $k_0\ell\ll1$. Take a film with $\ell=8$ nm and $\varepsilon=100$ at 0.3 THz. The wavelength is 1.00 mm and $k_0\ell=5.03\times10^{-5}$, but

$$\delta=\tfrac12(5.03\times10^{-5})(99)=2.49\times10^{-3}=0.341\,\alpha .$$

A second source is longitudinal conductance. Let $x=\sigma_{xx}h/e^2$ be the total for the film. An isotropic sheet conductance adds $Z_0\sigma_{xx}=2\alpha x$ to $Y$, while the dielectric layer adds $-2i\delta$ to first order in thickness. The sum $1+Y$ is then $2(1+a)$ with $a=\alpha x-i\delta$. Solving $2\mathbf E_i=[2(1+a)+S]\mathbf E_t$ for unit incident amplitude gives

$$r_x=\frac{1+a}{(1+a)^2+\alpha^2}-1\simeq-a+a^2-\alpha^2,\qquad
r_y=\frac{\alpha}{(1+a)^2+\alpha^2}\simeq\alpha(1-2a).$$

The field now traces an ellipse. Its mean square along direction $\psi$ is proportional to $|r_x|^2\cos^2\psi+|r_y|^2\sin^2\psi+\operatorname{Re}(r_x^*r_y)\sin2\psi$. Setting the derivative to zero gives $\tan2\psi=2\operatorname{Re}(r_x^*r_y)/(|r_x|^2-|r_y|^2)$ for the principal axes. For $x\ll1$ the leading terms are $\operatorname{Re}(r_x^*r_y)\simeq-\alpha(\alpha x+\alpha^2-\delta^2)$ and $|r_y|^2-|r_x|^2\simeq\alpha^2-\delta^2$. For $\delta<\alpha$, and not close to it, the major axis lies short of −90° by

$$\eta\simeq\frac{x+\alpha-\delta^2/\alpha}{1-\delta^2/\alpha^2}. \tag{7}$$

With an assumed $x=0.05$ and no dielectric reflection, $\eta\simeq0.0573$ rad and the Kerr angle is −86.72°. With both effects, (7) gives $\eta\simeq0.0564/0.884=0.064$ rad. The full layer calculation gives −86.34°, with a minor-to-major axis ratio of 0.340. It treats $\varepsilon$ as the whole reactive response. If the virtual interband transitions of the surface electrons are not already counted in $\varepsilon$, each Dirac mass $m$ adds a sheet conductance of about $-i(e^2/h)\hbar\omega/6m$ well below its gap. For the gaps estimated at the end of this text the sum is $-0.032\,i\,e^2/h$, which changes the angle to −86.26° and the axis ratio to 0.37. The Faraday angle barely moves, from 7.2972 to 7.2945 mrad, because the transmitted $x$ field is large.

When $\delta$ passes $\alpha$, the $x$ component of the reflected field becomes the larger one and the major axis turns from near $y$ to near $x$. For the given frequency and permittivity, and small $\sigma_{xx}$, this happens at $\ell=2\alpha/[k_0(\varepsilon-1)]=23.4$ nm, or at about 22.8 nm if the reactive current of the surface electrons is added separately. The film is then still more than forty thousand times thinner than the wavelength.

For an ideal free-standing film, $\alpha$ alone fixes both rotation angles, but the near-right-angle Kerr rotation belongs to a very weak reflected field that dielectric reflection and longitudinal conductance easily alter. It remains to find what a substrate does to the two angles, how its effect can be eliminated, and whether the film's electronic state really has $\nu=1$.
